Why thermal electrons in gas mixtures never exceed Blanc's-law mobility, part 2

A weak uniform field E along z drives dilute electrons (charge −e, mass m) through a gas mixture at temperature T and total number density N. Their mobility μ_mix, counted positive, is compared with Blanc's law,

1/μ_B = Σ xᵢ/μᵢ,

where xᵢ are mole fractions and μᵢ is the mobility in pure gas i at the same T and N.

Let ε = mv²/2 and u = ε/kT, and let ⟨ ⟩ be the average with weight 4u^(3/2) exp(−u)/(3√π). Pure gas i at density N has momentum-transfer frequency νᵢ; the mixture has ν = Σ xᵢνᵢ. Define H[ν] = 1/⟨1/ν⟩, Hᵢ = H[νᵢ], φ = H[ν]/ν and φᵢ = H[νᵢ]/νᵢ. For elastic scattering μ = e/(mH), and H[ν] is the minimum of ⟨νφ²⟩ over all φ with ⟨φ⟩ = 1. Hence

1/μ_mix − Σ xᵢ/μᵢ = (m/e) Σ xᵢ⟨νᵢ(φ − φᵢ)²⟩ ≥ 0,

with equality only if all νᵢ share one energy dependence.

The field changes the Maxwell distribution f_M, normalized to one electron, by f₁, where

−(eE/m) ∂f_M/∂v_z = C[f₁].

C is the collision term, θ the angle between velocity and z, and Θ the scattering angle.

For the pair ν₁ = A√u (constant cross section) and ν₂ = B/√u (cross section proportional to 1/ε), with c = x₂B/(x₁A), the mobility lies up to 11 % below Blanc's value. A Monte Carlo test used an equal mixture with frequencies 0.7√u and 2.4/√u, in units e = m = kT = 1.

The main example is argon (1) with a fraction x = 0.30 % of water (2) at 1 Torr and 300 K, where kT = 25.85 meV. The argon model has scattering length −1.5 a₀ and a Ramsauer minimum near 0.26 eV. Water is a point dipole D = 0.73 e a₀ in the Born approximation. In atomic units, with wave number k and k² = 2ε,

dσ₂/dΩ = 4D²/(3q²), with q² = 2k²(1 − cos Θ).

Averaging gives H₁ = 5.452×10⁷ s⁻¹, H₂ = 1.342×10¹⁰ s⁻¹ and, for the mixture, H = 9.700×10⁷ s⁻¹. The mixture mobility, 1.813×10⁷ cm²/Vs, is 2.4 % below Blanc's value.

### The limit of a trace gas

Write H(x) = H[(1 − x)ν₁ + xν₂]. At x = 0,

d⟨1/ν⟩/dx = −⟨(ν₂ − ν₁)/ν₁²⟩.

Since H = 1/⟨1/ν⟩, its derivative is −H² times this one:

H′(0) = H₁²⟨(ν₂ − ν₁)/ν₁²⟩ = ⟨ν₂φ₁²⟩ − H₁.

The last step uses φ₁ = H₁/ν₁ and H₁²⟨1/ν₁⟩ = H₁. It requires ⟨ν₂/ν₁²⟩ to be finite, as it is here. Blanc's law gives the slope H₂ − H₁ instead. Since H₂ is the minimum of ⟨ν₂φ²⟩, the true slope is never smaller.

The first trace of water meets electrons whose current is still divided as in argon. The numerical slopes are 1.529×10¹⁰ s⁻¹ and 1.337×10¹⁰ s⁻¹, a ratio of 1.144. In this model, a trace of water therefore reduces the mobility 14 % more strongly than Blanc's law predicts.

This matters if a mobility is used to find the water content. Solving Blanc's law for the fraction gives

x_B = (H − H₁)/(H₂ − H₁).

Subtracting the true fraction,

x_B − x = [H − (1 − x)H₁ − xH₂]/(H₂ − H₁).

The numerator is the nonnegative deficit found above. If the added gas has the lower mobility, so that H₂ > H₁, Blanc's law overestimates its fraction. At x = 0.300 % the excess is 2.372×10⁶/1.337×10¹⁰ = 0.018 %, giving an inferred fraction of 0.318 %. The relative error is 6 %, already less than the 14 % of the trace limit.

The largest relative deviation in mobility occurs at 0.308 % water, with a ratio of 0.9755. Near this composition the two terms in Blanc's law are comparable: at 0.300 % they are 5.44×10⁷ s⁻¹ from argon and 4.03×10⁷ s⁻¹ from water.

The deviation is smaller than the 11 % found for the pair √u and 1/√u. A partial explanation lies in the Ramsauer minimum. Between kT and about 10 kT the argon cross section falls by a factor of 32, so its frequency falls by about 10. The water frequency falls by √10, about 3.2. The ratio of the argon to the water frequency thus falls by a factor of about 3.2 from one end of this interval to the other. It first rises to a maximum near 2 kT, so its total spread is about 3.9. For the earlier pair the ratio rises steadily by a factor of 10. The behaviour outside the interval also contributes, so this comparison does not by itself fix the value of 2.4 %. The role of the falling argon cross section is nevertheless clear: if it were constant, the two gases would form exactly the earlier pair, and the largest deviation would return to 11 %.

### Allowing energy exchange

A water molecule can change its rotational state when it scatters an electron. A collision then links different electron energies, and a single frequency at each energy no longer describes it. The minimum argument still works if the gas is in equilibrium at T and collisions obey detailed balance.

Let K(v→v′) be the rate per unit velocity volume for a jump from v to v′. Detailed balance means

f_M(v)K(v→v′) = f_M(v′)K(v′→v).

Write the field-induced change as f₁ = −(eE/kT)χf_M. Inserting this in the Boltzmann equation and using detailed balance in the gain term gives

Lχ = v_z,

Lχ(v) = ∫K(v→v′)[χ(v) − χ(v′)] d³v′.

Define (a,b) = ∫ab f_M d³v. Detailed balance makes L symmetric, and exchanging v and v′ in half of the integral gives

(a,La) = ½∬f_M(v)K(v→v′)[a(v) − a(v′)]² d³v d³v′ ≥ 0.

The mobility is μ = (e/kT)(v_z,χ). Assume that this is finite and nonzero, and set

R = 1/(v_z,χ) and a* = Rχ.

Then (v_z,a*) = 1 and La* = Rv_z. For every a with (v_z,a) = 1,

(a − a*,L(a − a*)) = (a,La) − 2R + R = (a,La) − R.

The terms follow from (a,La*) = R(a,v_z) = R and (a*,La*) = R. Thus R is the minimum of (a,La), and 1/μ = (kT/e)R.

The jump rates of the components add, so L = Σ xᵢLᵢ. Let aᵢ be the minimizer for pure gas i. Using a* as a trial function in every pure gas gives

1/μ_mix − Σ xᵢ/μᵢ = (kT/e) Σ xᵢ(a* − aᵢ,Lᵢ(a* − aᵢ)) ≥ 0.

Blanc's value remains an upper bound. Equality now requires each a* − aᵢ to cost nothing in component i. A common minimizer is sufficient, and it is also necessary if no nonzero function odd in v_z has zero cost in any Lᵢ. Equality of the energy dependence of one momentum-transfer frequency is no longer the relevant condition. The elastic result is recovered with a* = (m/kT)φv_z, because (v_z,v_zφ) = (kT/m)⟨φ⟩.

To estimate the size of the effect, let each collision with water transfer one representative rotational quantum Δ = 15 meV to or from the electron. Let p₋ and p₊ be the weights for electron energy loss and gain, with p₋ + p₊ = 1 and p₊ = p₋ exp(−Δ/kT). For a final wave number k′, the Born cross section is

dσ/dΩ = (4D²/3)p±(k′/k)/q², with q² = k² + k′² − 2kk′ cos Θ.

With χ = g(ε) cos θ, scattering out of ε multiplies g(ε), while the return from ε′ = ε ± Δ multiplies cos Θ g(ε′). With Λ = ln[(k + k′)/|k − k′|], the two angular integrals are

I₀ = ∫dΩ/q² = 2πΛ/(kk′),

I₁ = ∫cos Θ dΩ/q² = (2π/kk′)[(k² + k′²)Λ/(2kk′) − 1].

The equation to be solved on a grid of energies is

v = (1 − x)ν₁g(ε) + xNv Σ± (4D²/3)p±(k′/k)[I₀g(ε) − I₁g(ε′)].

For ε < Δ the electron cannot lose a quantum, and the loss term is omitted.

For a quantum of 2 meV, the solution agrees within 1 % with the elastic result, both for 0.30 % water and for pure water vapour.

For 15 meV the pure-water mobility rises from 1.310×10⁵ to 1.381×10⁵ cm²/Vs (a 1 meV energy grid gives 1.380×10⁵). The 0.30 % mixture has 1.835×10⁷ cm²/Vs, against a Blanc value of 1.900×10⁷ cm²/Vs. The deficit is thus 3.4 %, compared with 2.4 % for elastic scattering. Its size depends strongly on the quantum chosen: it is 2.3 % for 5 meV and about 11 % for 30 meV, so a single quantum fixes the sign of the deviation but not its size for real water. The mixture value also lay below Blanc's at 0.01, 0.1, 3 and 30 % water.

### How a finite field breaks the bound

The proof uses the same Maxwellian for every composition. At finite field this assumption can fail, and two gases with identical cross sections are enough to show it.

Keep the isotropic part f₀ and the cos θ part g of the distribution. This is adequate here because heavy scatterers randomize direction much faster than energy. The cos θ equation gives g = (eE/mν) df₀/dv. The field then drives a flux outward through a sphere in velocity space:

J_E = −4πv² (eE/3m)g = −4πv² [e²E²/(3m²ν)] df₀/dv.

A scatterer of mass Mᵢ, initially at rest, receives the energy 2(m/Mᵢ)(1 − cos Θ)ε to lowest order in m/Mᵢ. Electrons therefore slow down at the average rate Γv, where

Γ = Σ xᵢ(m/Mᵢ)νᵢ.

Thermal motion of the gas adds diffusion in speed. Its coefficient is fixed by requiring zero flux for a Maxwellian:

J_coll = −4πv²Γv[f₀ + (kT/mv) df₀/dv].

In the steady state J_E + J_coll = 0. Since df₀/dv = mv df₀/dε,

d ln f₀/dε = −1/[kT + e²E²/(3mνΓ)].

Let both gases have the same constant cross section, so ν is the same in every mixture. Let ⟨1/M⟩ = Σ xᵢ/Mᵢ, hence Γ = mν⟨1/M⟩. At strong field kT can be neglected, and ν² is proportional to ε. Then

ln f₀ = −ε²/(2ε₀²) + constant, with ε₀ ∝ ⟨1/M⟩^(−1/2) at fixed E/N.

For a constant cross section the mobility scales as one over a typical speed, hence as ε₀^(−1/2). Therefore

μ ∝ ⟨1/M⟩^(1/4).

For an equal mixture of masses 4 and 40 u, ⟨1/M⟩ = 0.1375 u⁻¹. Its fourth root is 0.609, and the average of the fourth roots of the two masses is 1.965. The mixture-to-Blanc ratio is the product, 1.196.

With a cross section of 5×10⁻¹⁶ cm² at 300 K, integration of the full expression for f₀ gives ratios of 1.171 at 0.1 Td and 1.196 at 10 Td (1 Td = 10⁻¹⁷ V cm²). The model spheres scatter only elastically. At 10 Td the mean electron energies are about 7 to 23 eV, where real gases would be excited and ionized, so this value serves only to check the strong-field law. At strong field the effective collision frequency varies as 1/μ, hence as ⟨1/M⟩^(−1/4). This is a convex function of ⟨1/M⟩, so its value in the mixture lies below the average of its values in the pure gases. The mobility then exceeds Blanc's value, although the two cross sections share one energy dependence.

For the argon example, the same equation shows how small "zero field" must be. With elastic energy exchange alone, the mobility changes by 1 % at about 3×10⁻⁴ Td in pure argon and at about 10⁻³ Td in the 0.30 % mixture. At 1 Torr these are about 0.1 and 0.3 mV/cm. Rotational cooling raises the second limit strongly. An estimate with one representative quantum between 5 and 30 meV, keeping the elastic momentum-transfer frequency, gives about 5 to 20 mV/cm.

### Setting the model beside a processing chamber

The example resembles a late argon afterglow with residual moisture. Its water partial pressure of 3 mTorr is high for a well-pumped chamber. The absolute mobility is uncertain because the cross sections are rough. Changing the argon scattering length to −1.4 or −1.6 a₀ gives 2.11×10⁷ or 1.56×10⁷ cm²/Vs. Multiplying the water cross section by 0.7 or 1.3 gives 2.08×10⁷ or 1.61×10⁷ cm²/Vs. The mixture-to-Blanc ratio stays between 0.975 and 0.978 in these four elastic cases. For water the range 0.7 to 1.3 is too narrow. The Born approximation is not reliable for so strong a dipole, since above 0.639 e a₀ a fixed point dipole already binds an electron, and measured mobilities of water vapour are lower than the model value by a factor of nearly two. Multiplying the water cross section by 1.8 gives 1.36×10⁷ cm²/Vs for the mixture, with a ratio of 0.977. A single rotational quantum gives a ratio of 0.977 for 5 meV, 0.966 for 15 meV and 0.891 for 30 meV.

In a real chamber the assumption of a negligible field is easily broken. One volt across 10 cm gives 100 mV/cm. This is about 300 times the 1 % limit for the mixture with elastic cooling alone, and still about 5 to 20 times the limit estimated with rotational cooling, so the zero-field result cannot be relied on there. Coulomb collisions are another concern. At 10⁸ electrons per cm³, the estimated electron-ion frequency is 0.6 % of the mixture's H. It grows in proportion to density, apart from a slowly decreasing logarithm. At 10¹⁰ cm⁻³ it reaches roughly half of H. Because these collisions act mainly on slow electrons, adding them raises H itself by less, roughly 20 %, and electron-electron collisions, left out of this estimate, raise it somewhat further. The dilute-electron model is then no longer adequate.

The longest electron mean free path below 15 kT is 1.1 cm in the mixture. A local description also requires electrons to exchange energy with the gas over a distance short compared with the chamber. For electrons at 10 kT this distance is roughly 1 m with elastic cooling alone, but about 3 cm with a rotational quantum of 15 meV. Even a rough local description of a 10 cm chamber therefore depends on rotational cooling. At 5 mTorr and the same composition the longest mean free path would be about 2 m, and a local mobility would lose its meaning. By comparison, the recoil parameter m/M is about 1×10⁻⁵ for argon and 3×10⁻⁵ for water, and the multiple-scattering parameter Nσ/k at kT is about 2×10⁻⁶. The numerical output lists most of the values used here.

Computed values

```
Temperature: 300 K; pressure: 1 Torr
Thermal energy kT: 25.85 meV; gas density: 3.219e+16 cm^-3
Ar model: polarizability 11 a0^3, scattering length -1.5 a0
Ar s-wave terms: cubic 69 a0^3, quartic -97 a0^4
Ar p-wave cubic term: 8.7 a0^3; water dipole: 0.73 e a0
Ar cross section at kT: 2.919e-16 cm^2
Ar minimum: 9.17e-18 cm^2 at 0.258 eV
Water cross section at kT: 6.580e-14 cm^2
Pure Ar mobility: 3.2262e+07 cm^2/Vs
Pure water-vapour mobility: 1.3102e+05 cm^2/Vs
Main water fraction: 0.30 %
Mixture mobility: 1.8133e+07 cm^2/Vs
Blanc mobility: 1.8587e+07 cm^2/Vs
Mixture/Blanc ratio: 0.9755
H of pure Ar, pure water: 5.4517e+07, 1.3424e+10 s^-1
H of mixture, Blanc H: 9.6996e+07, 9.4625e+07 s^-1
Sum of squares (identity): 2.3716e+06 s^-1
Water fraction inferred by Blanc: 0.318 %
Water 0.01 %: mu 3.139e+07, Blanc 3.149e+07 cm^2/Vs, ratio 0.9968
Water 0.10 %: mu 2.543e+07, Blanc 2.591e+07 cm^2/Vs, ratio 0.9815
Water 1.00 %: mu 9.178e+06, Blanc 9.345e+06 cm^2/Vs, ratio 0.9821
Water 10.00 %: mu 1.261e+06, Blanc 1.264e+06 cm^2/Vs, ratio 0.9972
Lowest ratio: 0.9755 at water fraction 0.308 %
Dilute slope of H, true: 1.5293e+10 s^-1; Blanc: 1.3369e+10 s^-1
Dilute slope, true/Blanc: 1.144
Closed case at c=1, ratio: 0.8945
Closed case lowest ratio: 0.8899 at c=1.641
Monte Carlo mobility (reduced): 0.7114 +/- 0.0053
Formula for Monte Carlo case (reduced): 0.7128
Random mixtures: 1000; lowest mixture/Blanc ratio 0.3673
Rotational quantum used: 15 meV
With rotation, pure water mobility: 1.380e+05 cm^2/Vs
With rotation, mixture: 1.835e+07, Blanc: 1.900e+07 cm^2/Vs
With rotation, mixture/Blanc ratio: 0.966
Water cross section x 0.7: mu 2.080e+07 cm^2/Vs, ratio 0.976
Water cross section x 1.3: mu 1.608e+07 cm^2/Vs, ratio 0.976
Ar scattering length -1.4 a0: mu 2.108e+07 cm^2/Vs, ratio 0.975
Ar scattering length -1.6 a0: mu 1.558e+07 cm^2/Vs, ratio 0.978
Field for 1 % mobility change, pure Ar: 3.00e-04 Td
Same, mixture with elastic cooling only: 9.80e-04 Td
Same fields: 9.67e-05, 3.15e-04 V/cm
Equal spheres, masses 4 and 40 u, 0.1 Td: ratio 1.1711
Equal spheres at 10 Td: ratio 1.1960; law 1.1963
Coulomb/gas frequency at 1e+08 cm^-3: 6.32e-03
Recoil parameter m/M for Ar: 1.37e-05; water: 3.05e-05
Multiple-scattering parameter at kT: 1.91e-06
Longest mean free path below 15 kT: 1.12 cm
```
